# Orbital lowering of a nanotube Schottky barrier in an axial field: test program

```python
# Result under test: an axial field B lowers the smallest electron barrier of
# a midgap-pinned semiconducting carbon nanotube by delta = e*v*d*B/4.
# d: diameter, R = d/2, v: Fermi velocity, flux fraction f = pi*R^2*B/(h/e).
# Zero-field barrier: hbar*v/(3R). Energies in eV and lengths in nm unless
# a name says otherwise. Spin is omitted except in the Zeeman estimate.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

diameter = 2.0
velocity = 8.0e5
field = 10.0
radius = diameter / 2
hbar_v = const.hbar * velocity / const.e * 1e9
flux_quantum = const.h / const.e


def flux_fraction(B, d):
    return B * np.pi * (d * 1e-9 / 2)**2 / flux_quantum


def valley_barrier(valley, f):
    m = np.arange(-5, 6)
    return hbar_v / radius * np.min(np.abs(m + valley / 3 + f))


f = flux_fraction(field, diameter)
barrier0 = valley_barrier(1, 0.0)
barriers = sorted([valley_barrier(-1, f), valley_barrier(1, f)])
lowering = barrier0 - barriers[0]
formula = velocity * diameter * 1e-9 * field / 4
assert abs(lowering / formula - 1) < 1e-10
assert abs((barriers[1] - barrier0) / formula - 1) < 1e-10
assert abs(barrier0 - 2 * hbar_v / (3 * diameter)) < 1e-12
closing_field = flux_quantum / (3 * np.pi * (radius * 1e-9)**2)

# Real-space lattice model of a zigzag (n,0) tube.
lattice = 0.246
bond = lattice / np.sqrt(3)
period = 3 * bond
hopping = 2 * hbar_v / (np.sqrt(3) * lattice)


def tube_diameter(n):
    return n * lattice / np.pi


def levels(n, f, k=0.0, second_hop=0.0, oblique_scale=1.0):
    basis = np.array([[0, 0], [0, bond],
                      [lattice / 2, 1.5 * bond],
                      [lattice / 2, 2.5 * bond]])
    atoms = np.vstack([basis + [j * lattice, 0] for j in range(n)])
    around = n * lattice
    dx = atoms[None, :, 0] - atoms[:, None, 0]
    dx = (dx + around / 2) % around - around / 2
    H = np.zeros((4 * n, 4 * n), complex)
    for image in (-1, 0, 1):
        dy = atoms[None, :, 1] - atoms[:, None, 1] + image * period
        distance = np.hypot(dx, dy)
        first = np.abs(distance - bond) < 1e-6
        second = np.abs(distance - lattice) < 1e-6
        scale = np.where(np.abs(dx) > 1e-6, oblique_scale, 1.0)
        amplitude = -hopping * scale * first - second_hop * second
        H += amplitude * np.exp(1j * (2 * np.pi * f * dx / around + k * dy))
    assert np.max(np.abs(H - H.conj().T)) < 1e-10
    return np.linalg.eigvalsh(H)


def half_gap(E):
    h = len(E) // 2
    return (E[h] - E[h - 1]) / 2


def midgap(E):
    h = len(E) // 2
    return (E[h] + E[h - 1]) / 2


ratios = {}
lattice_lowering = {}
for n in (25, 26, 50, 52):
    d = tube_diameter(n)
    E0 = levels(n, 0.0)
    EB = levels(n, flux_fraction(field, d))
    drop = half_gap(E0) - half_gap(EB)
    rise = EB[2 * n + 1] - E0[2 * n]
    expected = velocity * d * 1e-9 * field / 4
    lattice_lowering[n] = drop
    ratios[n] = drop / expected
    # Finite-diameter lattice corrections are of order bond length/diameter.
    assert abs(ratios[n] - 1) < 0.04
    assert abs(rise / expected - 1) < 0.04
    assert half_gap(levels(n, 1 / 3)) < 1e-8
for small, large in ((26, 50), (25, 52)):
    shrink = (ratios[large] - 1) / (ratios[small] - 1)
    assert 0.4 < shrink < 0.65

# Location of the band edge and convergence of its shift with the k mesh.
n = 26
f26 = flux_fraction(field, tube_diameter(n))
zone = np.linspace(0, np.pi / period, 31)
edges = [levels(n, f26, k)[2 * n] for k in zone]
assert np.argmin(edges) == 0


def mesh_lowering(points):
    ks = (np.arange(points) + 0.5) * 0.2 / points
    zero = min(levels(n, 0.0, k)[2 * n] for k in ks)
    on = min(levels(n, f26, k)[2 * n] for k in ks)
    return zero - on


coarse, fine = mesh_lowering(8), mesh_lowering(16)
mesh_shift = fine - coarse
assert abs(mesh_shift) < 1e-5
assert abs(fine - lattice_lowering[n]) < abs(coarse - lattice_lowering[n])

# Electron-hole asymmetry and curvature-like bond changes.
second_hop = 0.1
A0 = levels(n, 0.0, second_hop=second_hop)
AB = levels(n, f26, second_hop=second_hop)
midgap_motion = midgap(AB) - midgap(A0)
assert abs(midgap_motion) < 0.02 * lowering
assert abs(half_gap(A0) - half_gap(AB) - lattice_lowering[n]) < 1e-6
weakening = 0.002
C0 = levels(n, 0.0, oblique_scale=1 - weakening)
CB = levels(n, f26, oblique_scale=1 - weakening)
curvature_shift = half_gap(C0) - half_gap(levels(n, 0.0))
curvature_change = half_gap(C0) - half_gap(CB) - lattice_lowering[n]
assert abs(curvature_change) < 0.01 * abs(curvature_shift)

# Thermionic linear conductance: integrate the thermal window above each edge.


def thermal_weight(edge, kT):
    def window(u):
        x = edge / kT + u
        return np.exp(-x) / (1 + np.exp(-x))**2
    return quad(window, 0, 60, epsabs=0, epsrel=1e-10)[0]


thermal = {}
for T in (300.0, 77.0):
    kT = const.k * T / const.e
    ratio = sum(thermal_weight(b, kT) for b in barriers)
    ratio /= 2 * thermal_weight(barrier0, kT)
    assert abs(ratio / np.cosh(lowering / kT) - 1) < 1e-3
    thermal[T] = (kT, ratio, np.exp(lowering / kT), np.exp(-barrier0 / kT))
second_edge = hbar_v / radius * 2 / 3
second_weight = np.exp(-(second_edge - barrier0) / thermal[300.0][0])

# Tunnelling at the metal Fermi level through a linear band profile.
contact_field = 0.1
slope = contact_field * 0.1  # 1 MV/cm equals 0.1 V/nm


def tunnelling(edge):
    def decay(x):
        return np.sqrt(max(edge**2 - (slope * x)**2, 0)) / hbar_v
    action = quad(decay, 0, edge / slope)[0]
    closed = np.exp(-np.pi * edge**2 / (2 * hbar_v * slope))
    assert abs(np.exp(-2 * action) / closed - 1) < 1e-5
    return np.exp(-2 * action)


tunnel0, tunnelB = tunnelling(barrier0), tunnelling(barriers[0])

# Image-force lowering, found by maximizing the barrier profile.
permittivity = 3.9
image = const.e * 1e9 / (16 * np.pi * const.epsilon_0 * permittivity)
top = minimize_scalar(lambda x: slope * x + image / x,
                      bounds=(0.1, 15), method='bounded',
                      options={'xatol': 1e-9})
image_lowering = top.fun
assert abs(image_lowering - 2 * np.sqrt(image * slope)) < 1e-8
zeeman = const.physical_constants['Bohr magneton in eV/T'][0] * field

print(f"Diameter: {diameter:.1f} nm")
print(f"Fermi velocity: {velocity:.1e} m/s")
print(f"Axial field: {field:.1f} T")
print(f"hbar*v: {hbar_v:.4f} eV nm")
print(f"Flux through tube: {f * flux_quantum:.4e} Wb")
print(f"Flux quantum h/e: {flux_quantum:.4e} Wb")
print(f"Flux fraction: {f:.6f}")
print(f"Zero-field barrier: {barrier0 * 1e3:.2f} meV")
print(f"Lower valley barrier in field: {barriers[0] * 1e3:.2f} meV")
print(f"Upper valley barrier in field: {barriers[1] * 1e3:.2f} meV")
print(f"ORBITAL LOWERING: {lowering * 1e3:.3f} meV")
print(f"Lowering per tesla: {lowering * 1e3 / field:.3f} meV/T")
print(f"Relative lowering: {100 * lowering / barrier0:.2f} %")
print(f"Gap-closing field: {closing_field:.1f} T")
print(f"Lattice constant: {lattice:.3f} nm")
print(f"Lattice hopping from velocity: {hopping:.3f} eV")
for n in ratios:
    print(f"({n},0) tube: diameter {tube_diameter(n):.3f} nm, "
          f"lowering {lattice_lowering[n] * 1e3:.3f} meV, "
          f"lattice/formula {ratios[n]:.4f}")
print(f"(26,0) lowering, 8 k points: {coarse * 1e3:.5f} meV")
print(f"Shift on doubling k mesh: {mesh_shift * 1e3:.5f} meV")
print(f"Second-neighbour hopping: {second_hop:.2f} eV")
print(f"Midgap motion it causes: {midgap_motion * 1e3:.4f} meV")
print(f"Oblique-bond weakening: {weakening * 100:.1f} %")
print(f"Barrier shift it causes: {curvature_shift * 1e3:.2f} meV")
print(f"Change of lowering: {curvature_change * 1e3:.4f} meV")
print(f"Omitted Zeeman shift (g=2): {zeeman * 1e3:.3f} meV")
for T, (kT, ratio, single, factor) in thermal.items():
    print(f"{T:.0f} K: thermal energy {kT * 1e3:.2f} meV")
    print(f"{T:.0f} K: lower-valley thermionic ratio {single:.3f}")
    print(f"{T:.0f} K: two-valley conductance ratio {ratio:.4f}")
    print(f"{T:.0f} K: zero-field Boltzmann factor {factor:.2e}")
print(f"Second-subband weight at 300 K: {second_weight:.2e}")
print(f"Contact electric field: {contact_field:.2f} MV/cm")
print(f"Tunnelling length at B=0: {barrier0 / slope:.2f} nm")
print(f"WKB transmission at B=0: {tunnel0:.2e}")
print(f"WKB transmission, lower valley in field: {tunnelB:.2e}")
print(f"WKB transmission ratio, lower valley: {tunnelB / tunnel0:.3f}")
print(f"Relative permittivity: {permittivity:.1f}")
print(f"Image-force lowering: {image_lowering * 1e3:.1f} meV")
print(f"Distance of barrier top from metal: {top.x:.2f} nm")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Diameter: 2.0 nm
Fermi velocity: 8.0e+05 m/s
Axial field: 10.0 T
hbar*v: 0.5266 eV nm
Flux through tube: 3.1416e-17 Wb
Flux quantum h/e: 4.1357e-15 Wb
Flux fraction: 0.007596
Zero-field barrier: 175.52 meV
Lower valley barrier in field: 171.52 meV
Upper valley barrier in field: 179.52 meV
ORBITAL LOWERING: 4.000 meV
Lowering per tesla: 0.400 meV/T
Relative lowering: 2.28 %
Gap-closing field: 438.8 T
Lattice constant: 0.246 nm
Lattice hopping from velocity: 2.472 eV
(25,0) tube: diameter 1.958 nm, lowering 3.818 meV, lattice/formula 0.9752
(26,0) tube: diameter 2.036 nm, lowering 4.162 meV, lattice/formula 1.0222
(50,0) tube: diameter 3.915 nm, lowering 7.919 meV, lattice/formula 1.0114
(52,0) tube: diameter 4.072 nm, lowering 8.052 meV, lattice/formula 0.9887
(26,0) lowering, 8 k points: 4.15910 meV
Shift on doubling k mesh: 0.00228 meV
Second-neighbour hopping: 0.10 eV
Midgap motion it causes: 0.0235 meV
Oblique-bond weakening: 0.2 %
Barrier shift it causes: 4.59 meV
Change of lowering: -0.0083 meV
Omitted Zeeman shift (g=2): 0.579 meV
300 K: thermal energy 25.85 meV
300 K: lower-valley thermionic ratio 1.167
300 K: two-valley conductance ratio 1.0120
300 K: zero-field Boltzmann factor 1.13e-03
77 K: thermal energy 6.64 meV
77 K: lower-valley thermionic ratio 1.827
77 K: two-valley conductance ratio 1.1873
77 K: zero-field Boltzmann factor 3.25e-12
Second-subband weight at 300 K: 1.13e-03
Contact electric field: 0.10 MV/cm
Tunnelling length at B=0: 17.55 nm
WKB transmission at B=0: 1.02e-04
WKB transmission, lower valley in field: 1.54e-04
WKB transmission ratio, lower valley: 1.513
Relative permittivity: 3.9
Image-force lowering: 60.8 meV
Distance of barrier top from metal: 3.04 nm
ALL CHECKS PASSED
```
